# Bethe's Level Shift from the Zero-Point Energy of a Dilute Gas: a program that tests the result

```python
"""Bethe's level shift from the zero-point energy of modes in a dilute gas.

Result under test (Gaussian units):
  dE_n = -(hbar/(pi c^3)) P int_0^Omega w^3 alpha_n(w) dw, minus free electron
       = (2 e^2/(3 pi hbar m^2 c^3)) sum_m |p_mn|^2 (E_m-E_n)
         * ln(hbar Omega/|E_m-E_n|)   for Omega far above the transitions.
alpha_n: orientation-averaged polarizability of state n; p_mn: momentum matrix
element; Omega: cutoff. Atomic sums use hbar = m = e = 1, c = 1/fine structure.
The atom is one electron bound by a fixed Coulomb centre of charge number 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.special import xlogy

mp.mp.dps = 50

# --- Photon-number dependence of the energy: exact diagonalization -----------
levels = np.array([0.0, 1.0, 2.7])
dipole = np.array([[0, .8, .3], [.8, 0, .6], [.3, .6, 0]])
mode_freq, coupling, n_fock = 0.43, 1e-3, 7
lower = np.diag(np.sqrt(np.arange(1, n_fock)), 1)
hamiltonian = (np.kron(np.diag(levels), np.eye(n_fock))
               + np.kron(np.eye(3), mode_freq * np.diag(np.arange(n_fock)))
               - coupling * np.kron(dipole, lower + lower.T))
eigenvalues, eigenvectors = np.linalg.eigh(hamiltonian)


def energy_shift(state, photons):
    """Shift of the dressed level that grows out of |state, photons>."""
    index = np.argmax(np.abs(eigenvectors[state * n_fock + photons]))
    return eigenvalues[index] - levels[state] - photons * mode_freq


others = np.array([0, 2])
gaps = levels[others] - levels[1]
strengths = dipole[others, 1]**2
slope_exact = energy_shift(1, 1) - energy_shift(1, 0)
polarizability = np.sum(2 * gaps * strengths / (gaps**2 - mode_freq**2))
slope_formula = -coupling**2 * polarizability
vacuum_exact = energy_shift(1, 0)
vacuum_formula = -coupling**2 * np.sum(strengths / (gaps + mode_freq))
assert abs(slope_exact / slope_formula - 1) < 1e-4
assert abs(vacuum_exact / vacuum_formula - 1) < 1e-4

# --- Full dispersion relation of the gas, resonance at frequency 1, c = 1 ----
# w^2 (1 + s/(1-w^2)) = K^2, s proportional to density; s < 0 is inverted.
cut = 5.0


def photon_like_shift(wave, s):
    b = 1 + s + wave**2
    root = np.sqrt((b**2 - 4 * wave**2).astype(complex))
    square = 0.5 * (b + np.where(wave > 1, 1, -1) * root)
    return np.sqrt(square).real - wave


def mode_sum(s):
    """(2/s) int K^2 (w-K) dK: scaled zero-point energy per atom."""
    total = 0.0
    for side, reach in ((-1, 1.0), (1, cut - 1)):
        z = np.linspace(np.log(1e-9), np.log(reach), 200001)
        distance = np.exp(z)
        wave = 1 + side * distance
        total += trapezoid(wave**2 * photon_like_shift(wave, s) * distance, z)
    return 2 * total / s


log_formula = 0.5 * np.log(cut**2 - 1)
log_modes = {}
for s in (1e-4, 1e-6, -1e-4, -1e-6):
    log_modes[s] = mode_sum(s) - cut**2 / 2
    # the resonance region leaves a correction of order sqrt(|s|)
    assert abs(log_modes[s] - log_formula) < 3 * np.sqrt(abs(s))

# --- The part independent of photon number grows as the cutoff alone ---------
gap, far = 0.7, 200.0
near_part = quad(lambda w: w**2 / (w + gap), 0, 2 * gap,
                 weight='cauchy', wvar=gap)[0]
far_part = quad(lambda w: w**2 / (w**2 - gap**2), 2 * gap, far, limit=200)[0]
mass_integral = near_part + far_part
assert abs(mass_integral - far) < 0.01  # remainder is about gap^2/far


# --- Intermediate states of the Coulomb problem ------------------------------
def radial_integral(power, rate):
    """int_0^infinity r^power exp(-rate r) dr."""
    return mp.factorial(power) / rate**(power + 1)


def coulomb_sums(l, ratio, last, sources):
    """Diagonalize the radial problem; return gaps from n=2 and amplitudes.

    Basis: r^(l+1) exp(-a r) with a in geometric progression, and further
    powers of r times exp(-r/2), so that every driven function is contained.
    A source is a list of (coefficient, power) multiplying exp(-r/2).
    """
    half = mp.mpf(1) / 2
    basis = [(l + 1, half * mp.mpf(ratio)**j) for j in range(-2, last + 1)]
    basis += [(k, half) for k in range(1, 5) if k != l + 1]
    size = len(basis)
    norm = [1 / mp.sqrt(radial_integral(2 * p, 2 * a)) for p, a in basis]
    overlap, energy = mp.matrix(size, size), mp.matrix(size, size)
    for i, (p, a) in enumerate(basis):
        for j, (q, b) in enumerate(basis[:i + 1]):
            low = radial_integral(p + q - 2, a + b)
            middle = radial_integral(p + q - 1, a + b)
            high = radial_integral(p + q, a + b)
            kinetic = ((p * q + l * (l + 1)) * low
                       - (p * b + q * a) * middle + a * b * high) / 2
            factor = norm[i] * norm[j]
            overlap[i, j] = overlap[j, i] = factor * high
            energy[i, j] = energy[j, i] = factor * (kinetic - middle)
    inverse = mp.cholesky(overlap)**-1
    values, vectors = mp.eigsy(inverse * energy * inverse.T)
    gaps_out = np.array([float(values[i] + mp.mpf(1) / 8)
                         for i in range(size)])
    amplitudes = []
    for source in sources:
        column = mp.matrix([norm[i] * mp.fsum(
            c * radial_integral(p + k, a + half) for c, k in source)
            for i, (p, a) in enumerate(basis)])
        projected = vectors.T * (inverse * column)
        amplitudes.append(np.array([float(projected[i])
                                    for i in range(size)]))
    return gaps_out, amplitudes


# driven radial functions without their normalization factors
momentum_2s = [(-1, 1), (0.25, 2)]      # norm 1/sqrt(2)
position_2s = [(1, 2), (-0.5, 3)]       # norm 1/sqrt(2)
momentum_2p_to_s = [(3, 1), (-0.5, 2)]  # norm 1/sqrt(24)
momentum_2p_to_d = [(-0.5, 2)]          # norm 1/sqrt(24)

w_s, (p_amp, r_amp) = coulomb_sums(1, '1.7', 33, [momentum_2s, position_2s])
p2_s, r2_s = p_amp**2 / 2, r_amp**2 / 2
w_alt, (p_alt,) = coulomb_sums(1, '1.9', 25, [momentum_2s])
p2_alt = p_alt**2 / 2
w_ps, (amp_ps,) = coulomb_sums(0, '1.7', 20, [momentum_2p_to_s])
w_pd, (amp_pd,) = coulomb_sums(2, '1.7', 20, [momentum_2p_to_d])
w_p = np.concatenate([w_ps, w_pd])
p2_p = np.concatenate([amp_ps**2 / 3, 2 * amp_pd**2 / 3]) / 24


def log_sum(p2, w):
    """sum |p|^2 w ln(|w|/Rydberg), with Rydberg = 1/2."""
    return np.sum(xlogy(p2 * w, 2 * np.abs(w)))


density_2s = 1 / (8 * np.pi)           # |psi_2s(0)|^2
weight = 2 * np.pi * density_2s        # predicted sum |p|^2 w for 2s
sum_2s, sum_2p = np.sum(p2_s * w_s), np.sum(p2_p * w_p)
trk = 2 / 3 * np.sum(w_s * r2_s)
assert abs(sum_2s - weight) < 1e-8
assert abs(sum_2p) < 1e-8
assert abs(trk - 1) < 1e-8
assert abs(np.sum(p2_s) - 0.25) < 1e-8
assert abs(np.sum(p2_p) - 0.25) < 1e-8

# length and velocity forms of the polarizability at imaginary frequency
u = 0.3
alpha_length = 2 / 3 * np.sum(w_s * r2_s / (w_s**2 + u**2))
alpha_velocity = (1 - 2 / 3 * np.sum(p2_s * w_s / (w_s**2 + u**2))) / u**2
assert abs(alpha_length / alpha_velocity - 1) < 1e-8

# completeness: sum |p|^2/(w+q) against a finite-difference radial solution
step = 1e-3
r = step * np.arange(1, 40000)
driven = (-r + r**2 / 4) * np.exp(-r / 2) / np.sqrt(2)
response = {}
for q in (0.3, 5.0, 50.0):
    bands = np.full((3, r.size), -0.5 / step**2)
    bands[1] = 1 / step**2 + 1 / r**2 - 1 / r + 1 / 8 + q
    grid_value = step * np.sum(driven * solve_banded((1, 1), bands, driven))
    basis_value = np.sum(p2_s / (w_s + q))
    response[q] = (basis_value, grid_value)
    assert abs(basis_value / grid_value - 1) < 1e-4  # grid error ~ step^2 q

bethe_2s = log_sum(p2_s, w_s) / weight
bethe_2s_alt = log_sum(p2_alt, w_alt) / weight
bethe_2p = log_sum(p2_p, w_p) / weight
assert abs(bethe_2s - bethe_2s_alt) < 1e-4

# --- Level shifts with cutoff energy m c^2 -----------------------------------
fine = const.fine_structure
to_mhz = const.value('hartree-hertz relationship') / 1e6
rydberg_ev = const.value('Rydberg constant times hc in eV')
rest_ev = const.value('electron mass energy equivalent in MeV') * 1e6
cutoff = 1 / fine**2
cut_log = np.log(2 * cutoff)
scale = 2 * fine**3 / (3 * np.pi) * to_mhz
unit_shift = scale * weight
shift_2s = unit_shift * (cut_log - bethe_2s)
shift_2p = -unit_shift * bethe_2p
positive = w_s > 1e-9
wp, pp = w_s[positive], p2_s[positive]
shift_finite = scale * np.sum(pp * wp * np.log(1 + cutoff / wp))
assert 0 < shift_finite - shift_2s < 0.01 * shift_2s
mass_ratio = 4 * fine / (3 * np.pi)
mass_term = -mass_ratio * np.sum(p2_s) / 2 * to_mhz
free_energy = fine * rest_ev / (2 * np.pi)

print("THREE-LEVEL ATOM AND ONE MODE (model energy units)")
print(f"levels: {levels}; mode frequency: {mode_freq}; coupling: {coupling}")
print(f"one-photon energy change, diagonalized: {slope_exact:.6e}")
print(f"one-photon energy change, polarizability: {slope_formula:.6e}")
print(f"zero-photon shift, diagonalized: {vacuum_exact:.6e}")
print(f"zero-photon shift, second order: {vacuum_formula:.6e}")
print("GAS DISPERSION (resonance frequency = 1, c = 1)")
print(f"cutoff: {cut:.1f}; logarithmic part, formula: {log_formula:.5f}")
for s, value in log_modes.items():
    print(f"density parameter {s:+.0e}: log part from modes {value:.5f}")
print(f"mass integral, gap {gap}, cutoff {far:.0f}: {mass_integral:.5f}")
print("COULOMB MODEL, CHARGE NUMBER 1 (atomic units)")
print(f"oscillator-strength sum, 2s: {trk:.6f}")
print(f"sum |p|^2 (E_m-E_n), 2s: {sum_2s:.6f}; predicted {weight:.6f}")
print(f"sum |p|^2 (E_m-E_n), 2p: {sum_2p:.2e}; predicted 0")
print(f"sum |p|^2, 2s: {np.sum(p2_s):.6f}; 2p: {np.sum(p2_p):.6f}")
print(f"alpha(i*0.3), 2s, length form: {alpha_length:.5f}")
print(f"alpha(i*0.3), 2s, velocity form: {alpha_velocity:.5f}")
for q, (basis_value, grid_value) in response.items():
    print(f"sum |p|^2/(E_m-E_n+{q}), 2s: {basis_value:.7f}; "
          f"grid {grid_value:.7f}")
print(f"Bethe logarithm 2s: {bethe_2s:.5f}; second basis {bethe_2s_alt:.5f}")
print(f"Bethe logarithm 2p (same weight as 2s): {bethe_2p:.5f}")
print("LEVEL SHIFTS (energy divided by Planck constant)")
print(f"fine-structure constant: {fine:.9f} (dimensionless)")
print(f"Rydberg energy: {rydberg_ev:.5f} eV")
print(f"cutoff energy m c^2: {rest_ev:.1f} eV")
print(f"ln(m c^2/Rydberg): {cut_log:.5f}")
print(f"mean excitation energy 2s: {rydberg_ev*np.exp(bethe_2s):.1f} eV")
print(f"shift per unit logarithm, n=2: {unit_shift:.3f} MHz")
print(f"shift of 2s: {shift_2s:.1f} MHz")
print(f"shift of 2p: {shift_2p:.2f} MHz")
print(f"2s minus 2p: {shift_2s-shift_2p:.1f} MHz")
split_ev = (shift_2s - shift_2p) / to_mhz * 2 * rydberg_ev
print(f"2s minus 2p: {split_ev:.3e} eV")
print(f"change of 2s shift if cutoff doubles: {unit_shift*np.log(2):.1f} MHz")
print(f"2s shift, Bethe integral at finite cutoff: {shift_finite:.1f} MHz")
print(f"subtracted free-electron energy: {free_energy:.1f} eV")
print(f"mass change delta m/m at this cutoff: {mass_ratio:.6f}")
print(f"removed mass term of 2s: {mass_term:.4e} MHz")
print("OK")
```

Printed output:

```
THREE-LEVEL ATOM AND ONE MODE (model energy units)
levels: [0.  1.  2.7]; mode frequency: 0.43; coupling: 0.001
one-photon energy change, diagonalized: 1.117868e-06
one-photon energy change, polarizability: 1.117881e-06
zero-photon shift, diagonalized: 9.537887e-07
zero-photon shift, second order: 9.537929e-07
GAS DISPERSION (resonance frequency = 1, c = 1)
cutoff: 5.0; logarithmic part, formula: 1.58903
density parameter +1e-04: log part from modes 1.57569
density parameter +1e-06: log part from modes 1.58769
density parameter -1e-04: log part from modes 1.58903
density parameter -1e-06: log part from modes 1.58903
mass integral, gap 0.7, cutoff 200: 199.99755
COULOMB MODEL, CHARGE NUMBER 1 (atomic units)
oscillator-strength sum, 2s: 1.000000
sum |p|^2 (E_m-E_n), 2s: 0.250000; predicted 0.250000
sum |p|^2 (E_m-E_n), 2p: -4.98e-19; predicted 0
sum |p|^2, 2s: 0.250000; 2p: 0.250000
alpha(i*0.3), 2s, length form: 9.04639
alpha(i*0.3), 2s, velocity form: 9.04639
sum |p|^2/(E_m-E_n+0.3), 2s: 0.4413168; grid 0.4413169
sum |p|^2/(E_m-E_n+5.0), 2s: 0.0453189; grid 0.0453189
sum |p|^2/(E_m-E_n+50.0), 2s: 0.0049262; grid 0.0049262
Bethe logarithm 2s: 2.81177; second basis 2.81176
Bethe logarithm 2p (same weight as 2s): -0.03002
LEVEL SHIFTS (energy divided by Planck constant)
fine-structure constant: 0.007297353 (dimensionless)
Rydberg energy: 13.60569 eV
cutoff energy m c^2: 510999.0 eV
ln(m c^2/Rydberg): 10.53363
mean excitation energy 2s: 226.4 eV
shift per unit logarithm, n=2: 135.644 MHz
shift of 2s: 1047.4 MHz
shift of 2p: 4.07 MHz
2s minus 2p: 1043.4 MHz
2s minus 2p: 4.315e-06 eV
change of 2s shift if cutoff doubles: 94.0 MHz
2s shift, Bethe integral at finite cutoff: 1052.9 MHz
subtracted free-electron energy: 593.5 eV
mass change delta m/m at this cutoff: 0.003097
removed mass term of 2s: -2.5472e+06 MHz
OK
```
